# Piezoelectric stiffening of longitudinal sound along the c axis, part 1

(Sections cited here and not found follow in the second part.)

## The stiffened constant and the sound speed

A longitudinal sound wave that travels along the c axis of an insulating wurtzite crystal has no oscillating electric displacement along that axis. Its elastic constant is therefore not the constant-field value $C_{33}$ but

$$
C_{33}^{D}=C_{33}+\frac{e_{33}^{2}}{\varepsilon_{33}},
\qquad
v_D=\sqrt{\frac{C_{33}^{D}}{\rho}}
=\sqrt{\frac{C_{33}+e_{33}^{2}/\varepsilon_{33}}{\rho}} .
$$

Here $C_{33}$ is the stiffness at constant electric field, $e_{33}$ the piezoelectric constant, $\varepsilon_{33}$ the permittivity at constant strain, and $\rho$ the mass density. The speed exceeds $v_E=\sqrt{C_{33}/\rho}$, which would apply if the electric field of the wave were held at zero.

Let $z$ be the c axis and $u(z,t)$ the displacement of the material along it. The strain is $S_3=\partial u/\partial z$, positive for extension, and the stress $T_3$ is positive for tension. All fields are measured from their values in the crystal at rest, so the spontaneous polarization drops out. The response is taken as linear, lossless and uniform, with a wavelength far above the lattice spacing.

The two material laws follow from one function. For strain $S_3$ and field $E_3$, the electric enthalpy per volume is, to second order,

$$
H(S_3,E_3)=\tfrac12 C_{33}S_3^2-e_{33}S_3E_3-\tfrac12\varepsilon_{33}E_3^2 ,
\qquad dH=T_3\,dS_3-D_3\,dE_3 .
$$

The stress is the derivative with respect to strain, and the displacement is minus the derivative with respect to field:

$$
T_3=C_{33}S_3-e_{33}E_3,\qquad
D_3=e_{33}S_3+\varepsilon_{33}E_3 .
$$

The same $e_{33}$ stands in both laws because both come from the single mixed term of $H$. The opposite signs come from the opposite signs in $dH$. These laws also show what the constants mean: $C_{33}$ is the ratio of stress to strain at $E_3=0$, and $\varepsilon_{33}$ is the ratio of displacement to field at $S_3=0$.

It must be shown that a motion purely along $z$ is possible, since a crystal can in general turn a longitudinal strain into shear stress. The wurtzite crystal class, 6mm, has a sixfold axis along $z$. A strain $S_3$ and a field $E_3$ are unchanged by a rotation of $60^\circ$ about that axis, so the stress and displacement that they cause must be unchanged too. The pair of shear stresses $T_{xz},T_{yz}$ turns like a vector in the plane, and so does the pair $D_1,D_2$. A vector in the plane that is unchanged by a turn of $60^\circ$ is zero. The pair $T_{xx}-T_{yy}$ and $2T_{xy}$ turns through twice the angle, $120^\circ$, and must vanish for the same reason. What remains besides $T_3$ is an equal lateral stress,

$$
T_{xx}=T_{yy}=C_{13}S_3-e_{31}E_3 .
$$

This stress is not zero, because the wide crystal cannot contract sideways. It depends on $z$ alone, however, and the force per volume along $x$ is

$$
\frac{\partial T_{xx}}{\partial x}+\frac{\partial T_{xy}}{\partial y}
+\frac{\partial T_{xz}}{\partial z}=0 .
$$

The same holds along $y$. The material is therefore not pushed sideways, and the longitudinal motion remains longitudinal. Along $z$ the shear stresses vanish and the force per volume is $\partial T_3/\partial z$.

The electric condition comes from Maxwell's equations. In an insulator without free charge, Gauss's law for fields that depend on $z$ alone reads

$$
\frac{\partial D_3}{\partial z}=0 ,
$$

so $D_3$ has one value throughout the crystal at any instant. Without free current, the $z$ component of Ampère's law is

$$
\frac{\partial D_3}{\partial t}
=\frac{\partial H_y}{\partial x}-\frac{\partial H_x}{\partial y}=0 ,
$$

where $H_x$ and $H_y$ are magnetic field components, which do not vary across the plane of the wave. Thus $D_3$ is constant in time as well. It was zero before the wave arrived, and it remains zero. For a wave of the form $\cos(kz-\omega t)$ with $k\neq0$, Gauss's law alone is enough, since a displacement with that form has a nonzero derivative unless its amplitude vanishes.

No electrostatic approximation has entered. The field $E_3(z,t)$ points along the direction in which it varies, so its curl is zero, and Faraday's law is satisfied without a magnetic field. The sound wave carries an electric field that oscillates in time, yet the material's polarization cancels its displacement current.

With $D_3=0$, the second material law gives the field:

$$
0=e_{33}S_3+\varepsilon_{33}E_3
\quad\Longrightarrow\quad
E_3=-\frac{e_{33}}{\varepsilon_{33}}S_3 .
$$

Insertion into the first law gives

$$
T_3=C_{33}S_3-e_{33}\left(-\frac{e_{33}}{\varepsilon_{33}}S_3\right)
=\left(C_{33}+\frac{e_{33}^2}{\varepsilon_{33}}\right)S_3
=C_{33}^{D}S_3 .
$$

The two minus signs multiply to a plus sign. One belongs to the field that the strain creates, the other to the stress that the field creates. If $e_{33}$ is positive, an extension produces a negative field, and this field adds tension. The crystal then pulls back harder than it would without the field. If the crystal is turned over, $e_{33}$ changes sign relative to the chosen axis. The field then reverses, but the added tension does not.

Newton's law for a unit volume now reads

$$
\rho\frac{\partial^2u}{\partial t^2}
=\frac{\partial T_3}{\partial z}
=C_{33}^{D}\frac{\partial S_3}{\partial z}
=C_{33}^{D}\frac{\partial^2u}{\partial z^2} .
$$

For $u=a\cos(kz-\omega t)$, two time derivatives give the factor $-\omega^2$, and two space derivatives give $-k^2$. Hence $\rho\omega^2=C_{33}^{D}k^2$, and the speed $\omega/k$ is $v_D$ as stated. It does not depend on frequency within this model, so a pulse travels at the same speed as a single harmonic wave.

The increase is governed by one dimensionless number,

$$
K^2=\frac{e_{33}^2}{C_{33}\varepsilon_{33}},\qquad
C_{33}^{D}=C_{33}(1+K^2),\qquad
\frac{v_D}{v_E}=\sqrt{1+K^2} .
$$

For weak coupling the square root expands as $1+K^2/2-K^4/8+\dots$, so the relative increase in speed is about half the relative increase in stiffness. As $e_{33}\to0$ the ordinary elastic result returns. A large permittivity also weakens the effect, because a small field then suffices to bring the displacement to zero.

The polarization $P_3=D_3-\varepsilon_0E_3$ shows how the field arises. At zero displacement,

$$
P_3=-\varepsilon_0E_3=\frac{\varepsilon_0}{\varepsilon_{33}}\,e_{33}S_3 .
$$

Strain at zero field would produce the polarization $e_{33}S_3$. In the wave the polarization varies from place to place, which leaves a bound charge density $-\partial P_3/\partial z$. The field of this charge reduces the polarization by the factor $\varepsilon_0/\varepsilon_{33}$. It is this field, made by the wave itself, that stiffens the crystal.

An energy argument gives the same constant and explains why the correction is positive. The internal energy per volume is $U=H+E_3D_3$. With the material laws,

$$
\begin{aligned}
U&=\tfrac12C_{33}S_3^2-e_{33}S_3E_3-\tfrac12\varepsilon_{33}E_3^2
+E_3\left(e_{33}S_3+\varepsilon_{33}E_3\right)\\
&=\tfrac12C_{33}S_3^2+\tfrac12\varepsilon_{33}E_3^2 .
\end{aligned}
$$

The mixed terms cancel. Since $E_3=(D_3-e_{33}S_3)/\varepsilon_{33}$, the energy as a function of strain and displacement is

$$
U(S_3,D_3)=\tfrac12C_{33}S_3^2
+\frac{(D_3-e_{33}S_3)^2}{2\varepsilon_{33}} .
$$

If $D_3$ may adjust freely at a given strain, the energy is lowest at $D_3=e_{33}S_3$, where the field vanishes and the energy is $\frac12C_{33}S_3^2$. The wave is denied this adjustment. With $D_3=0$ the energy is

$$
U=\tfrac12\left(C_{33}+\frac{e_{33}^2}{\varepsilon_{33}}\right)S_3^2 ,
$$

which is higher whenever $e_{33}\neq0$, because a stable dielectric at constant strain has $\varepsilon_{33}>0$. From $dU=T_3\,dS_3+E_3\,dD_3$ and $dD_3=0$, the stress is $dU/dS_3=C_{33}^{D}S_3$, as before.

The electric term is a fixed fraction of this stored energy. The fraction is called $k_t^2$:

$$
k_t^2=\frac{e_{33}^2/\varepsilon_{33}}{C_{33}+e_{33}^2/\varepsilon_{33}}
=\frac{e_{33}^2}{C_{33}^{D}\varepsilon_{33}}
=\frac{K^2}{1+K^2} .
$$

The term $\frac12\varepsilon_{33}E_3^2$ includes the energy needed to polarize the clamped crystal as well as the energy of the field in vacuum. The kinetic energy of the wave is not part of the comparison.

The permittivity in these formulas must be the one at constant strain. Suppose instead that it is measured with the lateral strains clamped but with $T_3=0$. The first material law then gives $S_3=e_{33}E_3/C_{33}$, and the second gives

$$
D_3=\left(\varepsilon_{33}+\frac{e_{33}^2}{C_{33}}\right)E_3
=\varepsilon_{33}(1+K^2)E_3 .
$$

This larger permittivity already contains the piezoelectric motion. Its use in $e_{33}^2/\varepsilon_{33}$ would make the added stiffness too small by the factor $1/(1+K^2)$. Likewise, if a table gives the stiffness at constant displacement, the correction is already included and must not be added again.

Aluminium nitride, a wide-gap crystal used in radio-frequency acoustic filters, supplies an example. Rough typical values are $C_{33}=390$ GPa, $e_{33}=1.50$ C/m², $\varepsilon_{33}=9.50\,\varepsilon_0=8.41\times10^{-11}$ F/m and $\rho=3260$ kg/m³. The added stiffness is

$$
\frac{e_{33}^2}{\varepsilon_{33}}
=\frac{(1.50)^2}{8.41\times10^{-11}}\ \text{Pa}
=26.75\ \text{GPa},
\qquad C_{33}^{D}=416.75\ \text{GPa}.
$$

The extra digits serve to follow the arithmetic; the rough inputs justify about 27 and 417 GPa. The two speeds are

$$
v_E=\sqrt{\frac{390\times10^9}{3260}}\ \text{m/s}=10\,938\ \text{m/s},
\qquad
v_D=\sqrt{\frac{416.75\times10^9}{3260}}\ \text{m/s}=11\,307\ \text{m/s}.
$$

The wave is faster by about 370 m/s, or 3.4 % of $v_E$. Here $K^2=0.0686$ and $k_t^2=0.0642$, so about 6 % of the stored energy is electric. The estimate $K^2/2$ gives 3.43 %, against 3.37 % from the square root. The difference is chiefly the next term, $-K^4/8=-0.06$ %.

The reduction to one dimension was tested with the full elastic and piezoelectric tensors. The further inputs were $C_{11}=400$, $C_{12}=140$, $C_{13}=110$ and $C_{44}=120$ GPa, $e_{15}=-0.4$ and $e_{31}=-0.6$ C/m², and $\varepsilon_{11}=9.0\,\varepsilon_0$. The electric potential was kept as an unknown beside the three components of motion. For propagation along the c axis, the three values of $\rho v^2$ were 120 GPa twice and 416.75 GPa once, and the last belonged to motion along the axis. The two shear waves are unstiffened in this electrostatic calculation because the shear strain produces no displacement along $z$, and hence no bound charge that varies along the wave.

In an insulating wurtzite crystal, a longitudinal wave along the c axis has $D_3=0$ and therefore travels at the stiffened speed $v_D$, about 3.4 % above $v_E$ in the aluminium nitride example. It remains to see how electrodes and the circuit set the resonances of a plate, how mobile electrons weaken the stiffening, and how large the other corrections are in real films.
